# The Mori–Ando sum rule for confined and interface phonons: test program

```python
# Dielectric continuum model of polar optical phonons in a symmetric well.
# Result under test: at fixed in-plane wave number q the form factors of all
# confined and interface modes add up to the bulk form factor; the total
# squared coupling lies between the two bulk values if h_xi(x) is monotone.
# Material = (eps_inf, w_T, w_L); x = share of the well in the gradient norm
# of an interface mode; strength c2 = 4 pi/(d eps/d omega), an energy.
# Lengths are in units of the well width d unless stated; energies in meV.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy import constants as sc

pi = np.pi
WELL = (11.0, 33.0, 36.0)
BARRIER = (8.0, 45.0, 50.0)


def eps(mat, w2):
    """Dielectric function at squared frequency w2 (negative: imaginary axis)."""
    return mat[0] * (w2 - mat[2]**2) / (w2 - mat[1]**2)


def bulk_strength(mat):
    e_static = mat[0] * (mat[2] / mat[1])**2
    return 2 * pi * mat[2] * (1 / mat[0] - 1 / e_static)


def interface(x, m1, m2):
    """Frequencies and strengths of the two branches, as coupled oscillators."""
    share = np.array([x, 1 - x])
    einf, wt, wl = np.array([m1, m2]).T
    ebar = share @ einf
    v = np.sqrt(share * einf * (wl**2 - wt**2) / ebar)
    w2, vec = np.linalg.eigh(np.diag(wt**2) + np.outer(v, v))
    w = np.sqrt(w2)
    return w, 2 * pi / (ebar * w) * (v @ vec)**2


def thermal(w, kT):
    """2n+1 for phonon energy w."""
    return 1 / np.tanh(w / (2 * kT)) if kT > 0 else 1.0 + 0 * w


def share_s(q):
    return (1 - np.exp(-q)) / 2


def share_a(q):
    return (1 + np.exp(-q)) / 2


def u_interface(z, q, parity):
    """Interface function with unit gradient norm; parity +1 or -1."""
    norm = np.sqrt((1 + parity * np.exp(-q)) / (4 * q))
    zin = np.clip(z, -0.5, 0.5)
    if parity > 0:
        inner = np.cosh(q * zin) / np.cosh(q / 2)
    else:
        inner = np.sinh(q * zin) / np.sinh(q / 2)
    return norm * inner * np.exp(-q * np.maximum(np.abs(z) - 0.5, 0))


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return (a + b) / 2 + (b - a) / 2 * t, (b - a) / 2 * w


B1, B2 = bulk_strength(WELL), bulk_strength(BARRIER)

# --- Strength of interface modes: slope of the averaged dielectric function
for x in (0.1, 0.3, 0.5, 0.8):
    for w, c2 in zip(*interface(x, WELL, BARRIER)):
        def ebar(s):
            return x * eps(WELL, s * s) + (1 - x) * eps(BARRIER, s * s)
        assert abs(ebar(w)) < 1e-8
        slope = (ebar(w + 1e-4) - ebar(w - 1e-4)) / 2e-4
        assert abs(c2 * slope / (4 * pi) - 1) < 1e-5

# --- Lattice equations of motion, discretized and diagonalized directly
q = 1.0
per_width, half_box = 40, 8
h = 1 / per_width
n_el = 2 * half_box * per_width
nodes = np.linspace(-half_box, half_box, n_el + 1)[1:-1]
mid = np.linspace(-half_box, half_box, n_el + 1)[:-1] + h / 2
left = np.eye(n_el, n_el + 1)[:, 1:-1]
right = np.eye(n_el, n_el + 1, 1)[:, 1:-1]
grad = np.vstack([(right - left) / h, q * (right + left) / 2])
in_well = np.tile(np.abs(mid) < 0.5, 2)
einf, wt, wl = [np.where(in_well, a, b) for a, b in zip(WELL, BARRIER)]
s = np.sqrt(einf * (wl**2 - wt**2))
poisson = grad.T @ (h * einf[:, None] * grad)
solve = np.linalg.solve(poisson, grad.T)
dyn = np.diag(wt**2) + h * s[:, None] * (grad @ solve) * s[None, :]
w2, modes = np.linalg.eigh((dyn + dyn.T) / 2)
freq = np.sqrt(w2)
phi = solve @ (np.sqrt(4 * pi) * h * s[:, None] * modes) / np.sqrt(2 * freq * h)
profile = (phi**2).sum(axis=1)
is_bulk = np.zeros(len(freq), bool)
for f in (WELL[1], WELL[2], BARRIER[1], BARRIER[2]):
    is_bulk |= np.abs(freq - f) < 1e-4
lattice_interface = freq[~is_bulk]
formula_interface = np.sort(np.concatenate(
    [interface(g(q), WELL, BARRIER)[0] for g in (share_s, share_a)]))
assert len(lattice_interface) == 4
freq_error = np.max(np.abs(lattice_interface - formula_interface))
assert freq_error < 5e-3          # finite mesh
near = np.abs(nodes) < 3
z = nodes[near]
zin = np.clip(z, -0.5, 0.5)
confined_well = np.sinh(q * (zin + .5)) * np.sinh(q * (.5 - zin)) / (q * np.sinh(q))
confined_bar = (1 - np.exp(-2 * q * np.maximum(np.abs(z) - .5, 0))) / (2 * q)
lam_s = interface(share_s(q), WELL, BARRIER)[1].sum()
lam_a = interface(share_a(q), WELL, BARRIER)[1].sum()
formula = (B1 * confined_well + B2 * confined_bar
           + lam_s * u_interface(z, q, 1)**2 + lam_a * u_interface(z, q, -1)**2)
profile_error = np.max(np.abs(profile[near] / formula - 1))
assert profile_error < 2e-3       # finite mesh
local_ratio = profile[near] * 2 * q
assert B1 * 0.998 < local_ratio.min() and local_ratio.max() < B2 * 1.002

# --- Sum rule for an off-centre density that leaks into both barriers
q, centre, sigma = 1.3, 0.15, 0.4


def density(z):
    return np.exp(-(z - centre)**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * pi))


zw, ww = gauss(-0.5, 0.5, 600)
zb, wb = gauss(0.5, 4.5, 600)
km = pi * np.arange(1, 201)
over = np.sin(np.outer(km, zw + 0.5)) @ (ww * density(zw))
g_well = np.sum(2 * over**2 / (q**2 + km**2))
kc, wk = gauss(0, 200, 600)
g_bar = 0.0
for side in (1, -1):
    over = np.sin(np.outer(kc, zb - 0.5)) @ (wb * density(side * zb))
    g_bar += np.sum(wk * (2 / pi) * over**2 / (q**2 + kc**2))
g_int = []
for parity in (1, -1):
    o = np.sum(ww * density(zw) * u_interface(zw, q, parity))
    for side in (1, -1):
        o += np.sum(wb * density(side * zb) * u_interface(side * zb, q, parity))
    g_int.append(o**2)
g_sum = g_well + g_bar + sum(g_int)
g_bulk = quad(lambda k: np.exp(-(sigma * k)**2) / (q**2 + k**2) / pi, 0, 40,
              limit=200, epsabs=1e-12)[0]
assert abs(g_sum / g_bulk - 1) < 1e-6

# --- Form factors of the lowest subband of an infinitely deep well
zs, ws = gauss(-0.5, 0.5, 200)
rho = 2 * np.cos(pi * zs)**2
km_s = pi * np.arange(1, 60)
sine_overlap = np.sin(np.outer(km_s, zs + 0.5)) @ (ws * rho)


def f_confined(q):
    q = np.atleast_1d(q)[:, None]
    return np.sum(2 * sine_overlap**2 / (q**2 + km_s**2), axis=1)


def f_interface(q):
    return np.array([np.sum(ws * rho * u_interface(zs, t, 1))**2
                     for t in np.atleast_1d(q)])


def f_total(q):
    return f_confined(q) + f_interface(q)


kk, wkk = gauss(0, 150, 500)
rho_k = np.cos(np.outer(kk, zs)) @ (ws * rho)
for q in (0.5, 1.0, 3.0, 8.0):
    direct = np.sum(wkk * rho_k**2 / (q**2 + kk**2)) / pi
    assert abs(f_total(q)[0] / direct - 1) < 1e-6

# --- Imaginary-axis forms of the summed strength


def h_xi(x, xi, m1, m2):
    return (1 / (x * m1[0] + (1 - x) * m2[0])
            - 1 / (x * eps(m1, -xi**2) + (1 - x) * eps(m2, -xi**2)))


def h_slope(x, xi, m1, m2):
    a, b = eps(m1, -xi**2), eps(m2, -xi**2)
    return ((a - b) / (x * a + (1 - x) * b)**2
            - (m1[0] - m2[0]) / (x * m1[0] + (1 - x) * m2[0])**2)


kT = 25.0
for x in (0.0, 0.3, 0.7):
    w, c2 = interface(x, WELL, BARRIER)
    axis = 4 * quad(lambda t: h_xi(x, 40 * np.tan(t), WELL, BARRIER)
                    * 40 / np.cos(t)**2, 0, pi / 2 - 1e-6)[0]
    assert abs(axis / c2.sum() - 1) < 1e-4
    xi_k = 2 * pi * kT * np.arange(1, 20001)
    matsubara = 4 * pi * kT * (h_xi(x, 0.0, WELL, BARRIER)
                               + 2 * h_xi(x, xi_k, WELL, BARRIER).sum())
    assert abs(matsubara / np.sum(c2 * thermal(w, kT)) - 1) < 2e-4

# --- Monotonicity condition: the model pair, then random pairs


def condition(m1, m2, scale):
    xi = scale * np.concatenate([[0.0], np.geomspace(1e-2, 1e2, 200)])
    slopes = np.concatenate([h_slope(e, xi, m1, m2) for e in (0.0, 1.0)])
    return bool(np.all(slopes > 0) or np.all(slopes < 0))


def stays_between(m1, m2, kT):
    vals = []
    for x in np.linspace(0, 1, 21):
        w, c2 = interface(x, m1, m2)
        vals.append(np.sum(c2 * thermal(w, kT)))
    ends = [bulk_strength(m) * thermal(m[2], kT) for m in (m1, m2)]
    return min(vals) > min(ends) * (1 - 1e-9) and max(vals) < max(ends) * (1 + 1e-9)


model_condition = condition(WELL, BARRIER, 40.0)
assert model_condition
assert all(stays_between(WELL, BARRIER, t) for t in (0, 10, 25, 100))
rng = np.random.default_rng(4)
n_pairs, n_condition, n_violate, n_static = 400, 0, 0, 0
xg = np.linspace(0, 1, 2001)
for _ in range(n_pairs):
    pair = []
    for _m in range(2):
        t = rng.uniform(0.7, 1.5)
        pair.append((rng.uniform(1, 12), t, t * rng.uniform(1.02, 1.5)))
    between = stays_between(*pair, 0) and stays_between(*pair, 0.7)
    if condition(*pair, 1.0):
        n_condition += 1
        assert between
    elif not between:
        n_violate += 1
    same = h_slope(0.0, 0.0, *pair) * h_slope(1.0, 0.0, *pair) > 0
    same_inner = h_slope(0.01, 0.0, *pair) * h_slope(0.99, 0.0, *pair) > 0
    if same == same_inner:        # extremum not hidden at the very edge
        n_static += 1
        hs = h_xi(xg, 0.0, *pair)
        lo, hi = sorted((hs[0], hs[-1]))
        assert same == bool(hs.min() >= lo - 1e-14 and hs.max() <= hi + 1e-14)
assert n_condition > 20 and n_violate > 0 and n_static > 200

# --- Counterexample: the same polar slab in vacuum
VACUUM = (1.0, 45.0, 45.0)
vac_lambda = interface(share_s(1.0), WELL, VACUUM)[1].sum()
vac_total = (B1 * f_confined(1.0)[0] + vac_lambda * f_interface(1.0)[0]) / f_total(1.0)[0]
assert bulk_strength(VACUUM) == 0 and vac_total > B1
assert not condition(WELL, VACUUM, 40.0)

# --- Emission rates at zero temperature, golden rule in atomic units
hartree_meV = sc.physical_constants['Hartree energy in eV'][0] * 1e3
bohr = sc.physical_constants['Bohr radius'][0]
time_au = sc.physical_constants['atomic unit of time'][0]
mass, width_nm = 0.07, 10.0
width = width_nm * 1e-9 / bohr
per_ps = 1e-12 / time_au
tau, wtau = gauss(0, pi, 80)


def rate(E, omega, strength, form):
    """Emission rate in 1/ps; omega, strength (meV) and form depend on q*d."""
    k = np.sqrt(2 * mass * E / hartree_meV)

    def cosine(q):
        return q / (2 * k) + mass * omega(q * width) / hartree_meV / (k * q)
    if cosine(k) >= 1:
        return 0.0
    q1, q2 = [brentq(lambda q: cosine(q) - 1, a, b, xtol=1e-17, rtol=1e-14)
              for a, b in ((1e-3 * k, k), (k, 3 * k))]
    total = 0.0
    for t, wgt in zip(tau, wtau):
        q = (q1 + q2) / 2 - (q2 - q1) / 2 * np.cos(t)
        c = cosine(q)
        total += (wgt * (q2 - q1) / 2 * np.sin(t) * strength(q * width)
                  / hartree_meV * form(q * width)[0] * width
                  / np.sqrt((1 - c) * (1 + c)))
    return mass / (pi * k) * total * per_ps


def all_rates(E):
    out = [rate(E, lambda q: WELL[2], lambda q: B1, f_confined)]
    for b in (0, 1):
        out.append(rate(E, lambda q: interface(share_s(q), WELL, BARRIER)[0][b],
                        lambda q: interface(share_s(q), WELL, BARRIER)[1][b],
                        f_interface))
    bulk = [rate(E, lambda q, m=m: m[2], lambda q, m=m: bulk_strength(m), f_total)
            for m in (WELL, BARRIER)]
    return out, bulk


E_high, E_low = 100.0, 35.0
parts, bulks = all_rates(E_high)
low_parts, low_bulks = all_rates(E_low)
k0 = np.sqrt(2 * mass * E_high / hartree_meV)
k1 = np.sqrt(2 * mass * (E_high - WELL[2]) / hartree_meV)
angle = np.linspace(0, 2 * pi, 400, endpoint=False)
qa = np.sqrt(k0**2 + k1**2 - 2 * k0 * k1 * np.cos(angle))
by_angle = mass * B1 / hartree_meV * np.mean(f_total(qa * width)) * width * per_ps
assert abs(by_angle / bulks[0] - 1) < 1e-5
assert min(bulks) < sum(parts) < max(bulks)
assert low_bulks == [0.0, 0.0] and low_parts[0] == 0 and low_parts[1] > 0

# --- Printed numbers
print(f"well: eps_inf, w_T, w_L = {WELL[0]:.0f}, {WELL[1]:.0f} meV, {WELL[2]:.0f} meV")
print(f"barrier: eps_inf, w_T, w_L = {BARRIER[0]:.0f}, {BARRIER[1]:.0f} meV, {BARRIER[2]:.0f} meV")
print(f"well width = {width_nm:.0f} nm, electron mass = {mass} electron masses")
for name, m in (("well", WELL), ("barrier", BARRIER)):
    print(f"static dielectric constant, {name} = {m[0] * (m[2] / m[1])**2:.3f}")
print(f"bulk strengths B1, B2 = {B1:.4f}, {B2:.4f} meV")
print("lattice diagonalization at qd=1, interface modes (meV):",
      " ".join(f"{f:.3f}" for f in lattice_interface))
print("formula at qd=1, interface modes (meV):",
      " ".join(f"{f:.3f}" for f in formula_interface))
print(f"largest relative error of coupling profile = {profile_error:.1e}")
print(f"lattice profile/bulk kernel, min and max = {local_ratio.min():.3f}, {local_ratio.max():.3f} meV")
print("Gaussian density, qd=1.3, centre 0.15 d, sigma 0.4 d; form factors / d:")
print(f"  well confined {g_well:.6f}, barrier confined {g_bar:.6f}")
print(f"  interface S {g_int[0]:.6f}, interface A {g_int[1]:.6f}")
print(f"  sum {g_sum:.6f}, bulk Fourier integral {g_bulk:.6f}")
print("lowest subband, symmetric interface modes:")
for q in (0.5, 1.0, 2.0, 4.0):
    w, c2 = interface(share_s(q), WELL, BARRIER)
    fc, fi = f_confined(q)[0], f_interface(q)[0]
    print(f" qd={q}: x_S={share_s(q):.4f}, w-={w[0]:.3f}, w+={w[1]:.3f} meV")
    print(f"   c2-={c2[0]:.4f}, c2+={c2[1]:.4f}, Lambda_S={c2.sum():.4f} meV")
    print(f"   F_conf/F={fc / (fc + fi):.4f}, F_S/F={fi / (fc + fi):.4f}, "
          f"W/F={(B1 * fc + c2.sum() * fi) / (fc + fi):.4f} meV")
print(f"antisymmetric at qd=1: x_A={share_a(1.0):.4f}, Lambda_A={lam_a:.4f} meV")
print(f"monotonicity condition holds for the model pair: {model_condition}")
print(f"random pairs: {n_pairs}; condition met: {n_condition} (all obey the bound)")
print(f"random pairs without the condition that break the bound: {n_violate}")
print(f"random pairs used for the static criterion: {n_static}")
print(f"slab in vacuum, qd=1: Lambda_S={vac_lambda:.4f} meV, W/F={vac_total:.4f} meV")
print(f"emission rates at {E_high:.0f} meV kinetic energy (1/ps):")
print(f"  confined {parts[0]:.4f}, interface- {parts[1]:.4f}, interface+ {parts[2]:.4f}")
print(f"  total {sum(parts):.4f}, bulk well {bulks[0]:.4f}, bulk barrier {bulks[1]:.4f}")
print(f"emission rates at {E_low:.0f} meV kinetic energy (1/ps):")
print(f"  interface- {low_parts[1]:.4f}, total {sum(low_parts):.4f}, "
      f"bulk well {low_bulks[0]:.4f}, bulk barrier {low_bulks[1]:.4f}")
print("finished without a failed check")
```

Running it gives:

```
well: eps_inf, w_T, w_L = 11, 33 meV, 36 meV
barrier: eps_inf, w_T, w_L = 8, 45 meV, 50 meV
well width = 10 nm, electron mass = 0.07 electron masses
static dielectric constant, well = 13.091
static dielectric constant, barrier = 9.877
bulk strengths B1, B2 = 3.2844, 7.4613 meV
lattice diagonalization at qd=1, interface modes (meV): 33.903 34.983 46.525 48.327
formula at qd=1, interface modes (meV): 33.903 34.983 46.525 48.327
largest relative error of coupling profile = 4.3e-05
lattice profile/bulk kernel, min and max = 4.564, 7.445 meV
Gaussian density, qd=1.3, centre 0.15 d, sigma 0.4 d; form factors / d:
  well confined 0.048631, barrier confined 0.002918
  interface S 0.175974, interface A 0.005392
  sum 0.232915, bulk Fourier integral 0.232915
lowest subband, symmetric interface modes:
 qd=0.5: x_S=0.1967, w-=33.561, w+=48.940 meV
   c2-=0.5769, c2+=5.6945, Lambda_S=6.2714 meV
   F_conf/F=0.1582, F_S/F=0.8418, W/F=5.7989 meV
 qd=1.0: x_S=0.3161, w-=33.903, w+=48.327 meV
   c2-=0.9234, c2+=4.7409, Lambda_S=5.6643 meV
   F_conf/F=0.3241, F_S/F=0.6759, W/F=4.8930 meV
 qd=2.0: x_S=0.4323, w-=34.238, w+=47.746 meV
   c2-=1.2652, c2+=3.8758, Lambda_S=5.1410 meV
   F_conf/F=0.6063, F_S/F=0.3937, W/F=4.0153 meV
 qd=4.0: x_S=0.4908, w-=34.408, w+=47.458 meV
   c2-=1.4407, c2+=3.4593, Lambda_S=4.9000 meV
   F_conf/F=0.8825, F_S/F=0.1175, W/F=3.4742 meV
antisymmetric at qd=1: x_A=0.6839, Lambda_A=4.1958 meV
monotonicity condition holds for the model pair: True
random pairs: 400; condition met: 270 (all obey the bound)
random pairs without the condition that break the bound: 83
random pairs used for the static criterion: 398
slab in vacuum, qd=1: Lambda_S=7.3532 meV, W/F=6.0346 meV
emission rates at 100 meV kinetic energy (1/ps):
  confined 3.5395, interface- 0.7929, interface+ 2.1713
  total 6.5037, bulk well 5.9459, bulk barrier 11.8752
emission rates at 35 meV kinetic energy (1/ps):
  interface- 1.0047, total 1.0047, bulk well 0.0000, bulk barrier 0.0000
finished without a failed check
```
